\section*{Fast-tumbling EPR linewidths and the correlation time of a nitroxide}

\section{Which widths carry the correlation time}

To extract a rotational correlation time from a three-line nitroxide spectrum, one must choose between converting the width of a line and converting the differences between the widths. The total width also contains broadening unrelated to tumbling. The differences do not, provided that this extra broadening is Lorentzian and the same for every line. Using them requires the dependence of the width on the nuclear quantum number $m$,
\begin{equation}
R_m=a+bm+cm^2 ,\label{eq:form}
\end{equation}
with coefficients known in terms of the magnetic tensors. Here $R_m=1/T_2(m)$ is the half width at half height of a Lorentzian absorption line, in angular frequency. The letter $a$ denotes a width coefficient; the isotropic hyperfine coupling is $A_0$.

\section{Hamiltonian and line positions}

Consider an electron spin $1/2$ and one nuclear spin $I$ in a field $B_0$ along the laboratory axis $z$. Energies are divided by $\hbar$. The symmetric tensors $\mathbf g$ and $\mathbf A$ are split into isotropic and traceless parts, $\mathbf g=g_0\mathbf 1+\mathbf g'$ and $\mathbf A=A_0\mathbf 1+\mathbf T$. With $\omega_0=g_0\mu_BB_0/\hbar$ and $\mathbf G=\mu_BB_0\mathbf g'/\hbar$,
\begin{align}
H&=H_0+H_1(t),\qquad H_0=\omega_0S_z+A_0\,\mathbf S\cdot\mathbf I,\label{eq:h0}\\
H_1(t)&=\sum_iG_{iz}(t)S_i+\sum_{ij}T_{ij}(t)S_iI_j .\label{eq:h1}
\end{align}
The laboratory components of $\mathbf G$ and $\mathbf T$ fluctuate as the molecule turns, and their isotropic averages vanish.

Assume $|A_0|\ll\omega_0$. The terms $S_\pm I_\mp$ in $H_0$ connect levels about $\omega_0$ apart and mix them with amplitude of order $A_0/\omega_0$. To leading order the eigenstates are $|\pm,m\rangle$, with energies $\pm(\omega_0+A_0m)/2$. The allowed transition $|-,m\rangle\to|+,m\rangle$ has frequency $\omega_0+A_0m$. A nuclear Zeeman term shifts both of its levels equally and drops out. At fixed spectrometer frequency $\omega$, resonance occurs at $B_m=(\omega-A_0m)/\gamma$, where $\gamma=g_0\mu_B/\hbar$. For $A_0>0$ the line $m=+1$ therefore lies at low field.

\section{Second-order relaxation}

In the interaction picture, $\dot\rho=-i[H_1(t),\rho]$. Integrating once, substituting the result back and averaging over the molecular motion removes the first-order term, because $\langle H_1\rangle=0$. The remaining term contains $\rho(t-s)$ for times $s$ up to a few correlation times $\tau$. If $|\mathbf G|\tau$ and $|\mathbf T|\tau$ are small, $\rho$ hardly changes in that time. One may then replace $\rho(t-s)$ by $\rho(t)$, average $H_1$ separately from $\rho$, and extend the integral to infinity. Back in the Schr\"odinger picture this gives the Redfield equation
\begin{equation}
\dot\rho=-i[H_0,\rho]-\int_0^\infty\!ds\,
\big\langle[H_1(t),[\tilde H_1,\rho]]\big\rangle,\quad
\tilde H_1=e^{-iH_0s}H_1(t-s)e^{iH_0s}.\label{eq:redfield}
\end{equation}

Let $\alpha=|+,m\rangle$ and $\beta=|-,m\rangle$. The double commutator is
$H_1\tilde H_1\rho-H_1\rho\tilde H_1-\tilde H_1\rho H_1+\rho\tilde H_1H_1$, so in its $\alpha\beta$ element the coefficient of $\rho_{\alpha\beta}$ is
\[
\sum_\nu H_{\alpha\nu}\tilde H_{\nu\alpha}-H_{\alpha\alpha}\tilde H_{\beta\beta}
-\tilde H_{\alpha\alpha}H_{\beta\beta}+\sum_\nu\tilde H_{\beta\nu}H_{\nu\beta},
\]
where $H_{\alpha\nu}$ is an element of $H_1$. The transformation in \eqref{eq:redfield} multiplies an element by $e^{\mp i\omega_{\alpha\nu}s}$. If all correlations decay as $e^{-s/\tau}$, the real part of the time integral is
\begin{equation}
J(\omega)=\frac{\tau}{1+\omega^2\tau^2}.\label{eq:j}
\end{equation}
The imaginary part shifts the line without broadening it. The diagonal elements combine into a square:
\begin{equation}
R_m=\tau\big\langle(H_{\alpha\alpha}-H_{\beta\beta})^2\big\rangle
+\sum_{\nu\ne\alpha}\langle|H_{\alpha\nu}|^2\rangle J(\omega_{\alpha\nu})
+\sum_{\nu\ne\beta}\langle|H_{\beta\nu}|^2\rangle J(\omega_{\beta\nu}).\label{eq:rate}
\end{equation}
The first term is the fluctuation of the transition frequency. The other two are lifetime broadening of the two levels.

Equation \eqref{eq:rate} treats each line alone. After averaging over isotropic motion, the relaxation operator is unchanged by a rotation of the spins about $z$. Such a rotation multiplies $|p\rangle\langle q|$ by a phase fixed by $M_p-M_q$, where $M$ is the total spin projection. Relaxation therefore couples $\rho_{\alpha\beta}$ to coherences with $M_p-M_q=1$. These are the other allowed lines, detuned by multiples of $A_0$, and coherences detuned by about $\omega_0$ or $2\omega_0$. A coupling of size $R$ between coherences detuned by $\Delta$ changes their decay rates by order $R^2/\Delta$ at most. It can be dropped when the relaxation rates $R_m$ produced by tumbling are much smaller than $|A_0|$.

\section{Rotational averages}

For Brownian rotation with diffusion coefficient $D$, the mean of a laboratory tensor $\mathbf P$ changes at $D$ times the sum of its second derivatives with respect to rotation about the three axes. A rotation by $\theta$ about axis $k$ gives $e^{\theta L_k}\mathbf Pe^{-\theta L_k}$, with $(L_k)_{ij}=-\epsilon_{kij}$. The sum of second derivatives is
\[
\sum_k\big(L_k^2\mathbf P-2L_k\mathbf PL_k+\mathbf PL_k^2\big).
\]
Here $\sum_kL_k^2=-2\cdot\mathbf 1$, and
\[
\sum_k(L_k\mathbf PL_k)_{ij}=\sum_{ab}(\delta_{ib}\delta_{aj}-\delta_{ij}\delta_{ab})P_{ab}=P_{ij}
\]
for a symmetric traceless tensor. The total is $-6\mathbf P$, so correlations decay as $e^{-t/\tau}$ with
\begin{equation}
\tau=\frac1{6D}.\label{eq:tau}
\end{equation}

The equal-time average of two such tensors turning together must be built from Kronecker deltas:
\[
\langle P_{ij}Q_{kl}\rangle=u\,\delta_{ij}\delta_{kl}+v(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).
\]
Setting $i=j$ and summing gives $3u+2v=0$. Setting $i=k$, $j=l$ and summing gives $3u+12v=\mathbf P{:}\mathbf Q$, where $\mathbf P{:}\mathbf Q=\sum_{ij}P_{ij}Q_{ij}$ is independent of orientation. Hence $v=\mathbf P{:}\mathbf Q/10$ and $u=-2v/3$. The averages needed are
\begin{equation}
\langle P_{zz}Q_{zz}\rangle=\tfrac{2}{15}\mathbf P{:}\mathbf Q,\qquad
\langle P_{xz}Q_{xz}\rangle=\tfrac1{10}\mathbf P{:}\mathbf Q,\label{eq:avg}
\end{equation}
and their counterparts with the axes relabelled. Averages such as $\langle P_{xz}Q_{xx}\rangle$ and $\langle P_{zx}Q_{zy}\rangle$ vanish. The principal axes of the two tensors need not coincide.

\section{The three contributions}

\paragraph{Frequency fluctuations.} The diagonal elements are $H_{\alpha\alpha}=(G_{zz}+mT_{zz})/2=-H_{\beta\beta}$. Their difference is $G_{zz}+mT_{zz}$, and \eqref{eq:avg} gives
\begin{equation}
R_m^{(1)}=\frac{2\tau}{15}\left(\mathbf G{:}\mathbf G+2m\,\mathbf G{:}\mathbf T+m^2\,\mathbf T{:}\mathbf T\right).\label{eq:r1}
\end{equation}

\paragraph{Nuclear flips.} The term $S_z(T_{zx}I_x+T_{zy}I_y)$ changes $m$ but not the electron state. Summing over final states by completeness gives, for each level,
\[
\tfrac14\big\langle m\big|\langle(T_{zx}I_x+T_{zy}I_y)^2\rangle\big|m\big\rangle
=\tfrac1{40}\mathbf T{:}\mathbf T\,[I(I+1)-m^2],
\]
where $1/4$ is $S_z^2$ and $I_x^2+I_y^2=I(I+1)-I_z^2$. The flip frequencies are $|A_0|/2$ combined with the nuclear Zeeman frequency. If their product with $\tau$ is small, $J=\tau$, and the two levels together give
\begin{equation}
R_m^{(2)}=\frac{\tau}{20}\,\mathbf T{:}\mathbf T\,[I(I+1)-m^2].\label{eq:r2}
\end{equation}

\paragraph{Electron flips.} The remaining terms are $S_xX+S_yY$, with $X=G_{xz}+\sum_jT_{xj}I_j$ and $Y=G_{yz}+\sum_jT_{yj}I_j$. Since $\langle-|S_x|+\rangle=1/2$ and $\langle-|S_y|+\rangle=i/2$, the operator taking $+$ to $-$ is $(X+iY)/2$. The summed squares for the two levels are
\[
\alpha:\ \tfrac14\langle X^2+Y^2+i[X,Y]\rangle,\qquad
\beta:\ \tfrac14\langle X^2+Y^2-i[X,Y]\rangle .
\]
To leading order in $A_0/\omega_0$ all these flips have frequency $\omega_0$. Both expressions are then multiplied by the same $j_1=J(\omega_0)$, and the commutators cancel. From \eqref{eq:avg},
\[
\langle X^2\rangle=\frac{\mathbf G{:}\mathbf G}{10}+\frac{2m}{10}\mathbf G{:}\mathbf T
+\mathbf T{:}\mathbf T\left[\frac{2}{15}I_x^2+\frac1{10}(I_y^2+I_z^2)\right],
\]
with the nuclear operators understood as expectation values in $|m\rangle$. Exchanging $x$ and $y$ gives $\langle Y^2\rangle$. In the sum, $I_x^2+I_y^2$ has coefficient $2/15+1/10=7/30$ and $I_z^2$ has coefficient $1/5$:
\[
\langle X^2+Y^2\rangle=\frac{\mathbf G{:}\mathbf G}5+\frac{2m}5\mathbf G{:}\mathbf T
+\frac{\mathbf T{:}\mathbf T}{30}[7I(I+1)-m^2].
\]
The contribution to the width is $j_1/2$ times this:
\begin{equation}
R_m^{(3)}=j_1\left\{\frac{\mathbf G{:}\mathbf G}{10}+\frac m5\mathbf G{:}\mathbf T
+\frac{\mathbf T{:}\mathbf T}{60}[7I(I+1)-m^2]\right\}.\label{eq:r3}
\end{equation}

\section{The coefficients and their meaning}

Add \eqref{eq:r1}--\eqref{eq:r3} and collect powers of $m$. The two $m^2$ terms proportional to $\tau$ combine as $2/15-1/20=1/12$. With an $m$-independent Lorentzian residual rate $a_{\rm res}$,
\begin{align}
a&=\mathbf G{:}\mathbf G\left(\frac{2\tau}{15}+\frac{j_1}{10}\right)
+\mathbf T{:}\mathbf T\,I(I+1)\left(\frac{\tau}{20}+\frac{7j_1}{60}\right)+a_{\rm res},\label{eq:a}\\
b&=\mathbf G{:}\mathbf T\left(\frac{4\tau}{15}+\frac{j_1}{5}\right),\label{eq:b}\\
c&=\mathbf T{:}\mathbf T\left(\frac{\tau}{12}-\frac{j_1}{60}\right).\label{eq:c}
\end{align}

The linear coefficient is the $g$--$A$ cross term. It measures whether the Zeeman and hyperfine shifts of a line fluctuate in the same or in opposite directions. For $m>0$ and $\mathbf G{:}\mathbf T<0$ they partly cancel and the line is narrowed; for $m<0$ they reinforce each other. Reversing $\mathbf g'$ reverses $b$, and removing the $g$ anisotropy removes it. The coefficient $c$ is positive because $j_1\le\tau$.

This identification holds to leading order in $1/\omega_0$. The neglected mixing shows how it fails. With $\varepsilon=A_0/(2\omega_0)$, first-order perturbation theory adds $\varepsilon\sqrt{I(I+1)-m(m+1)}\,|-,m+1\rangle$ to $\alpha$ and subtracts $\varepsilon\sqrt{I(I+1)-m(m-1)}\,|+,m-1\rangle$ from $\beta$. The part of $H_1$ joining these admixtures to the main states is $(T_{xx}+T_{yy})(S_+I_-+S_-I_+)/4$, and $T_{xx}+T_{yy}=-T_{zz}$. The fluctuation of the transition frequency becomes
\begin{equation}
G_{zz}+mT_{zz}-\varepsilon T_{zz}[I(I+1)-m^2].\label{eq:mix}
\end{equation}
Its square contains a term odd in $m$ and proportional to $T_{zz}^2$. Thus $b$ acquires a small part that does not involve the $g$ anisotropy. Other terms of the same order come from the flips.

When $\omega_0\tau\ll1$, $j_1\to\tau$, so $b\to7\tau\,\mathbf G{:}\mathbf T/15$ and $c\to\tau\,\mathbf T{:}\mathbf T/15$. When $\omega_0\tau\gg1$, electron flips become ineffective, and $b\to4\tau\,\mathbf G{:}\mathbf T/15$ and $c\to\tau\,\mathbf T{:}\mathbf T/12$. The second limit must still satisfy $|\mathbf G|\tau,|\mathbf T|\tau,|A_0|\tau\ll1$.

\section{From a derivative spectrum to \texorpdfstring{$\tau$}{tau}}

A Lorentzian of unit area is $L(\Delta)=R/[\pi(R^2+\Delta^2)]$, with $\Delta$ the offset from its centre. Its derivative is $-2R\Delta/[\pi(R^2+\Delta^2)^2]$. The extrema satisfy $R^2+\Delta^2-4\Delta^2=0$, so $\Delta=\pm R/\sqrt3$. The peak-to-peak width in field and the peak-to-peak height are
\begin{equation}
\Delta B_{\rm pp}=\frac{2R}{\sqrt3\,\gamma},\qquad
h=\frac{3\sqrt3}{4\pi R^2}.\label{eq:pp}
\end{equation}
For $I=1$ the three lines have equal areas to leading order. One width and three heights therefore suffice:
\begin{equation}
R_m=R_0\sqrt{h_0/h_m},\quad b=\frac{R_{+1}-R_{-1}}2,\quad
c=\frac{R_{+1}+R_{-1}}2-R_0.\label{eq:read}
\end{equation}
The residual rate cancels from $b$ and $c$. Unresolved hyperfine structure that makes the lines non-Lorentzian invalidates \eqref{eq:pp}; its effect must be removed before \eqref{eq:read} is used.

Set $x=\omega_0\tau$, $y=\omega_0b/\mathbf G{:}\mathbf T$ and $z=\omega_0c/\mathbf T{:}\mathbf T$. Equations \eqref{eq:b} and \eqref{eq:c} become
\[
y=\frac{4x}{15}+\frac{x}{5(1+x^2)},\qquad z=\frac{x}{12}-\frac{x}{60(1+x^2)}.
\]
Multiplying by $15(1+x^2)$ and $60(1+x^2)$ respectively gives
\begin{align}
4x^3-15yx^2+7x-15y&=0,\label{eq:cubicb}\\
5x^3-60zx^2+4x-60z&=0.\label{eq:cubicc}
\end{align}
Each has one positive root when $y$ and $z$ are positive. Indeed, the derivative of $x/(1+x^2)$ is $2/w^2-1/w$ with $w=1+x^2\ge1$, which lies between $-1/8$ and $1$. Hence $dy/dx\ge4/15-1/40>0$ and $dz/dx\ge1/12-1/60>0$, and both functions rise from zero without bound.

Any three widths can be fitted by a quadratic in $m$, so the fit itself does not test the theory for $I=1$. Comparing the values of $\tau$ from $b$ and $c$ does provide a test, but agreement does not prove that the rotation is isotropic. Suppose that $\mathbf T$ is axial and that the molecule turns about this axis with a diffusion coefficient different from the value $D_\perp$ for the two perpendicular axes. Rotation about the axis leaves $\mathbf T$ unchanged, and $\mathbf G{:}\mathbf T$ selects only the part of $\mathbf G$ proportional to $\mathbf T$. Both coefficients then give the same time, $1/(6D_\perp)$.

\section{A nitroxide example}

Take round parameters of nitroxide type with common principal axes: $g=(2.010,2.006,2.002)$, $A/2\pi=(20,20,95)$ MHz and $B_0=0.34$ T. Then $\omega_0/2\pi=9546$ MHz, $A_0/2\pi=45$ MHz, and
\[
\frac{\mathbf G}{2\pi}=(19.035,0,-19.035)\ {\rm MHz},\qquad
\frac{\mathbf T}{2\pi}=(-25,-25,50)\ {\rm MHz}.
\]
The cross contraction is
\[
\mathbf G{:}\mathbf T=(2\pi)^2[19.035(-25)-19.035(50)]\ {\rm MHz^2}
=-5.636\times10^{16}\ {\rm s^{-2}},
\]
and likewise $\mathbf T{:}\mathbf T=14.804\times10^{16}\ {\rm s^{-2}}$. For $\tau=50$ ps, $\omega_0\tau=2.999$ and $j_1/\tau=0.1001$, so
\begin{align*}
b&=-5.636\times10^{16}\,(50\times10^{-12})(0.2667+0.0200)\ {\rm s^{-1}}
=-0.808\times10^6\ {\rm s^{-1}},\\
c&=14.804\times10^{16}\,(50\times10^{-12})(0.0833-0.0017)\ {\rm s^{-1}}
=0.605\times10^6\ {\rm s^{-1}}.
\end{align*}
The tumbling part of $a$ is $1.118\times10^6\ {\rm s^{-1}}$.

A spectrum to invert can be made without the Redfield approximation. In a random-jump model each orientation $\Omega$ is replaced by a random one at rate $1/\tau$, which gives the same rank-2 correlation function as Brownian diffusion. The density matrix obeys
\[
\dot\rho(\Omega)=-i[H(\Omega),\rho(\Omega)]-[\rho(\Omega)-\bar\rho]/\tau ,
\]
where $\bar\rho$ is the orientation average. Let $\mathcal L\rho=[H,\rho]$ and $K(s)=\langle(s+1/\tau+i\mathcal L)^{-1}\rangle$. A Laplace transform from an isotropic initial state $\rho_0$ gives $\bar\rho=K(\rho_0+\bar\rho/\tau)$, hence
\begin{equation}
\bar\rho(s)=[K(s)^{-1}-1/\tau]^{-1}\rho_0 .\label{eq:jump}
\end{equation}
The average was evaluated by quadrature over Euler angles, with the full spin Hamiltonian and a nuclear Zeeman frequency of 1 MHz. A uniform residual rate of $5.0\times10^6\ {\rm s^{-1}}$ was added through $s$. The spectrum was computed against frequency at fixed field, and widths were converted with $\gamma$. In a field sweep each line sits at its own field $B_m$, so $\mathbf G$ and $\omega_0$ differ from line to line by the fraction $A_0/\omega_0\approx0.5\%$. This adds further corrections of order $1/\omega_0$ that the example does not contain; the errors quoted below refer to the fixed-field spectrum. Taking each width at its own field $B_m$ instead gives 50.3 ps from $b$ and 50.2 ps from $c$.

The derivative spectrum has a central peak-to-peak width of 0.040055 mT, so \eqref{eq:pp} gives $R_0=6.1194\times10^6\ {\rm s^{-1}}$. Relative to the central line, the heights are 1.07190 for $m=+1$ and 0.65964 for $m=-1$. Therefore
\begin{align*}
R_{+1}&=6.1194\times10^6/\sqrt{1.07190}\ {\rm s^{-1}}=5.9106\times10^6\ {\rm s^{-1}},\\
R_{-1}&=6.1194\times10^6/\sqrt{0.65964}\ {\rm s^{-1}}=7.5345\times10^6\ {\rm s^{-1}},
\end{align*}
and \eqref{eq:read} yields $b=-0.812\times10^6\ {\rm s^{-1}}$ and $c=0.603\times10^6\ {\rm s^{-1}}$. The low-field line is the narrowest because $b+c<0$.

With $y=0.8641$ and $z=0.2444$, the positive roots of \eqref{eq:cubicb} and \eqref{eq:cubicc} give
\[
\tau_b=50.3\ {\rm ps},\qquad\tau_c=49.9\ {\rm ps}.
\]
Relative to the input these are errors of $+0.6\%$ and $-0.2\%$. Omitting $j_1$ gives 54.0 ps from $b$ and 48.9 ps from $c$. The errors have opposite signs because $j_1$ increases $|b|$ but reduces $c$. About 82\% of the central width is residual broadening, so that width alone could not determine $\tau$ without separate knowledge of $a_{\rm res}$.

The small excess in $\tau_b$ reflects the corrections in $1/\omega_0$. The jump-model value of $|b|$ exceeds \eqref{eq:b} by 0.52\%. From \eqref{eq:mix}, the extra odd term is $(A_0/2\omega_0)(\mathbf T{:}\mathbf T/|\mathbf G{:}\mathbf T|)=0.6\%$ of the frequency-fluctuation part of $b$, with the same sign. It is not the only such term. Evaluating \eqref{eq:rate} in the exact eigenstates of $H_0$ changes $|b|$ by $+0.57\%$ through frequency fluctuations, $-0.22\%$ through nuclear flips and $+0.17\%$ through electron flips, $0.53\%$ in all; the two flip terms happen nearly to cancel here. When the field is raised tenfold and $\mathbf g'$ reduced tenfold, keeping $\mathbf G$ fixed, the electron-flip part disappears, the other two give $0.062\%-0.023\%=0.039\%$, and the jump-model excess falls to 0.035\%.

A small error in the heights can outweigh these corrections. A 1\% error in the height of the $m=-1$ line changes $R_{-1}$ by 0.5\%, or $0.038\times10^6\ {\rm s^{-1}}$. Half of this enters $b$ and $c$, changing them by about 2\% and 3\%.

Slower motion violates both the short-memory assumption and the condition $|A_0|\tau\ll1$ used in \eqref{eq:r2}. At $\tau=2$ ns the largest $|\mathbf T|\tau$ is 0.63, $|A_0|\tau/2$ is 0.28, and the largest error of the formula among the three tumbling widths is 7\% of the jump-model width, compared with 0.5\% at 50 ps. It occurs for the central line, which the formula makes too wide. An error of nearly this size already arises within second order. The nuclear flip frequencies of the two levels, 21.5 and 23.5 MHz, give $J/\tau=0.93$ and $0.92$ instead of 1. Nuclear flips supply $(\mathbf T{:}\mathbf T/10)/(2\,\mathbf G{:}\mathbf G/15+\mathbf T{:}\mathbf T/10)\approx80\%$ of the central tumbling width, so setting $J=\tau$ in \eqref{eq:r2} makes that width about 6\% larger than the second-order value that keeps $J$. Terms beyond second order also contribute, and for other lines they can be as large as this correction: for $m=+1$ the formula lies 3.9\% above the second-order value that keeps $J$ but 0.5\% below the jump-model width. They depend on more than the rank-2 correlation function, so Brownian diffusion can give a different total error.
